# Germanium donor g factor: one valley and the valley-symmetric ground state: test program

```python
"""
Result under test: g factor of a donor electron in germanium.
One valley with axis n:  g(theta) = sqrt(gpar^2 cos^2 + gperp^2 sin^2),
theta = angle between magnetic field and n.
Valley-symmetric (A1) ground state of four <111> valleys:
g_A1 = (gpar + 2 gperp)/3, isotropic for Zeeman energy << Delta,
where Delta is the energy of the T2 level above the A1 level.
Basis of the donor Hamiltonian: four valleys x two pseudospin states.
Energies in meV, magnetic field in tesla. The g values and Delta are
round model parameters. Diamagnetic shifts are not in the model.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial.transform import Rotation

MU_B = physical_constants["Bohr magneton in eV/T"][0] * 1e3  # meV/T
G_PAR, G_PERP, DELTA = 0.9, 1.9, 2.0
rng = np.random.default_rng(7)
I2, I3 = np.eye(2), np.eye(3)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
AXES = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1],
                 [-1, -1, 1]]) / np.sqrt(3)
n0 = AXES[0]
e1 = np.array([1, -1, 0]) / np.sqrt(2)
e2 = np.cross(n0, e1)


def spin_matrix(vector):
    return np.einsum("i,iab->ab", vector, PAULI)


def g_formula(theta):
    return np.sqrt((G_PAR * np.cos(theta))**2
                   + (G_PERP * np.sin(theta))**2)


# Action of the cubic site group on axial vectors: 24 proper rotations.
rotations = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        R = np.diag(signs) @ I3[list(order)]
        if np.linalg.det(R) > 0:
            rotations.append(R)
assert len(rotations) == 24

# Symmetry of one valley: project a random 3x3 tensor.
small_group = [R for R in rotations if abs(n0 @ R @ n0) > 0.99]
threefold = [R for R in rotations if n0 @ R @ n0 > 0.99]
assert len(small_group) == 6 and len(threefold) == 3
random_tensor = rng.normal(size=(3, 3))
projected = np.mean([R @ random_tensor @ R.T for R in small_group], axis=0)
along = n0 @ projected @ n0
across = (np.trace(projected) - along) / 2
assert np.allclose(projected, across * I3
                   + (along - across) * np.outer(n0, n0), atol=1e-12)
# The threefold axis alone must leave an antisymmetric part unchanged.
cross_n = np.array([np.cross(n0, e) for e in I3]).T
only_c3 = np.mean([R @ cross_n @ R.T for R in threefold], axis=0)
full = np.mean([R @ cross_n @ R.T for R in small_group], axis=0)
assert np.allclose(only_c3, cross_n) and np.allclose(full, 0, atol=1e-12)

# Valley tensors: principal-axis tensor of one valley, rotated to the rest.
frame = np.column_stack([e1, e2, n0])
tensor0 = frame @ np.diag([G_PERP, G_PERP, G_PAR]) @ frame.T
valley_tensors = []
for axis in AXES:
    R = next(R for R in rotations if abs(axis @ R @ n0) > 0.99)
    valley_tensors.append(R @ tensor0 @ R.T)


def single_valley_g(tensor, direction):
    levels = np.linalg.eigvalsh(0.5 * spin_matrix(tensor @ direction))
    return levels[1] - levels[0]


def donor_levels(field, direction, stress=0.0):
    """Stress lowers the first valley by the given energy."""
    H = np.kron(-DELTA / 4 * np.ones((4, 4)), I2).astype(complex)
    for j, tensor in enumerate(valley_tensors):
        block = slice(2 * j, 2 * j + 2)
        H[block, block] += (0.5 * MU_B * field
                            * spin_matrix(tensor @ direction))
    H[:2, :2] -= stress * I2
    return np.linalg.eigvalsh(H)


def donor_g(field, direction, stress=0.0):
    levels = donor_levels(field, direction, stress)
    return (levels[1] - levels[0]) / (MU_B * field)


# Symmetry of the eight-state donor space.
operators, gamma6_count = [], 0.0
for R in rotations:
    P = (np.abs(AXES @ R @ AXES.T) > 0.99).astype(float)
    x, y, z, w = Rotation.from_matrix(R).as_quat()
    u = w * I2 - 1j * spin_matrix(np.array([x, y, z]))
    operators.append(np.kron(P, u))
    gamma6_count += np.trace(P) * abs(np.trace(u))**2 / 24
assert abs(gamma6_count - 1) < 1e-12


def random_hermitian():
    A = rng.normal(size=(8, 8)) + 1j * rng.normal(size=(8, 8))
    return (A + A.conj().T) / 2


# A1 doublet is an eigenspace of any invariant Hamiltonian, spin included.
A1 = np.kron(np.ones((4, 1)) / 2, I2)
H_random = random_hermitian()
H_inv = np.mean([D @ H_random @ D.conj().T for D in operators], axis=0)
energy = np.trace(A1.T @ H_inv @ A1) / 2
assert np.allclose(H_inv @ A1, energy * A1, atol=1e-12)

# Any symmetry-allowed Zeeman operator, intervalley terms included,
# is isotropic in the A1 doublet.
M = np.array([random_hermitian() + 4 * np.kron(np.eye(4), s) for s in PAULI])
M_sym = np.zeros_like(M)
for R, D in zip(rotations, operators):
    turned = np.array([D.conj().T @ m @ D for m in M])
    M_sym += np.einsum("ki,kab->iab", R, turned) / 24
blocks = np.array([A1.T @ m @ A1 for m in M_sym])
strength = np.trace(blocks[2] @ PAULI[2]).real / 2
assert abs(strength) > 0.1
assert np.allclose(blocks, strength * PAULI, atol=1e-12)

print(f"Bohr magneton = {MU_B:.6f} meV/T")
print(f"g_par = {G_PAR:.2f}, g_perp = {G_PERP:.2f} (model inputs)")
print(f"A1-T2 splitting Delta = {DELTA:.2f} meV (model input)")
print(f"number of Gamma6 doublets in the 8 states = {gamma6_count:.0f}")

STRESS = 2000.0  # numerical single-valley limit, not a realistic stress
print(f"valley lowering in single-valley limit = {STRESS:.0f} meV")
for degrees in (0, 30, 60, 90):
    theta = np.radians(degrees)
    b = np.cos(theta) * n0 + np.sin(theta) * e1
    g_one = single_valley_g(tensor0, b)
    g_stress = donor_g(0.1, b, STRESS)
    assert abs(g_one - g_formula(theta)) < 1e-12
    assert abs(g_stress - g_formula(theta)) < 1e-6
    print(f"theta = {degrees:2d} deg: g one valley = {g_one:.5f}, "
          f"stressed donor = {g_stress:.5f}")

g_A1 = (G_PAR + 2 * G_PERP) / 3
assert np.allclose(np.mean(valley_tensors, axis=0), g_A1 * I3, atol=1e-12)
LOW_FIELD = 0.01
print(f"g_A1 from tensor average = {g_A1:.6f}")
print(f"field for the low-field donor g = {LOW_FIELD:.2f} T")
directions = {"[100]": [1, 0, 0], "[110]": [1, 1, 0], "[111]": [1, 1, 1]}
mean_magnitudes = []
for name, d in directions.items():
    b = np.array(d) / np.linalg.norm(d)
    values = [single_valley_g(t, b) for t in valley_tensors]
    angles = np.arccos(np.clip(np.abs(AXES @ b), 0, 1))
    assert np.allclose(values, g_formula(angles), atol=1e-12)
    g_diag = donor_g(LOW_FIELD, b)
    # Finite-field terms at this field are of order 1e-8.
    assert abs(g_diag - g_A1) < 1e-7
    mean_magnitudes.append(np.mean(values))
    print(f"B along {name}:")
    print("  valley angles (deg): "
          + ", ".join(f"{a:.2f}" for a in np.degrees(angles)))
    print("  valley g values: " + ", ".join(f"{v:.5f}" for v in values))
    print(f"  mean of magnitudes = {np.mean(values):.5f}")
    print(f"  g from 8-state diagonalization = {g_diag:.6f}")
assert min(mean_magnitudes) > g_A1 + 0.01
assert np.ptp(mean_magnitudes) > 1e-3
rms = np.sqrt((G_PAR**2 + 2 * G_PERP**2) / 3)
assert abs(mean_magnitudes[0] - rms) < 1e-12

# Finite field: common shift in any direction, g change along [100].
FIELD = 1.0
anisotropy = G_PAR - G_PERP
shift_formula = -(MU_B * FIELD * anisotropy)**2 / (18 * DELTA)
for d in list(directions.values()) + [[1, 2, 4]]:
    b = np.array(d) / np.linalg.norm(d)
    shift = np.mean(donor_levels(FIELD, b)[:2]) + DELTA
    # Neglected fourth-order terms are below one percent here.
    assert abs(shift / shift_formula - 1) < 0.01
b100 = np.array([1.0, 0.0, 0.0])
shift100 = np.mean(donor_levels(FIELD, b100)[:2]) + DELTA
change = donor_g(FIELD, b100) - g_A1
change_formula = -g_A1 * (anisotropy * MU_B * FIELD / DELTA)**2 / 9
# Neglected higher orders are of relative size (Zeeman/Delta)^2.
assert abs(change / change_formula - 1) < 0.01
print(f"finite field = {FIELD:.1f} T along [100]")
print(f"mu_B B = {MU_B * FIELD:.6f} meV")
print(f"A1 Zeeman splitting g_A1 mu_B B = {g_A1 * MU_B * FIELD:.6f} meV")
print(f"common shift: diagonalization = {shift100:.5e} meV")
print(f"common shift: formula = {shift_formula:.5e} meV")
print(f"change of g: diagonalization = {change:.5e}")
print(f"change of g: formula = {change_formula:.5e}")
print("all good")
```

It prints:

```
Bohr magneton = 0.057884 meV/T
g_par = 0.90, g_perp = 1.90 (model inputs)
A1-T2 splitting Delta = 2.00 meV (model input)
number of Gamma6 doublets in the 8 states = 1
valley lowering in single-valley limit = 2000 meV
theta =  0 deg: g one valley = 0.90000, stressed donor = 0.90000
theta = 30 deg: g one valley = 1.22882, stressed donor = 1.22882
theta = 60 deg: g one valley = 1.70587, stressed donor = 1.70587
theta = 90 deg: g one valley = 1.90000, stressed donor = 1.90000
g_A1 from tensor average = 1.566667
field for the low-field donor g = 0.01 T
B along [100]:
  valley angles (deg): 54.74, 54.74, 54.74, 54.74
  valley g values: 1.63605, 1.63605, 1.63605, 1.63605
  mean of magnitudes = 1.63605
  g from 8-state diagonalization = 1.566667
B along [110]:
  valley angles (deg): 35.26, 90.00, 90.00, 35.26
  valley g values: 1.32035, 1.90000, 1.90000, 1.32035
  mean of magnitudes = 1.61018
  g from 8-state diagonalization = 1.566667
B along [111]:
  valley angles (deg): 0.00, 70.53, 70.53, 70.53
  valley g values: 0.90000, 1.81628, 1.81628, 1.81628
  mean of magnitudes = 1.58721
  g from 8-state diagonalization = 1.566667
finite field = 1.0 T along [100]
mu_B B = 0.057884 meV
A1 Zeeman splitting g_A1 mu_B B = 0.090685 meV
common shift: diagonalization = -9.32578e-05 meV
common shift: formula = -9.30705e-05 meV
change of g: diagonalization = -1.46090e-04
change of g: formula = -1.45810e-04
all good
```
